Why minimal CASSCF underestimates antiferromagnetic coupling in a bridged model

**1. Definitions and conventions**

Two magnetic centres a and b each carry a spin ½. With H = J S_a·S_b, and S_a·S_b equal to ¼ in the triplet and −¾ in the singlet, J = E_T − E_S, positive for antiferromagnetic coupling. Hartree atomic units are used, with mEh = 10⁻³ hartree.

The model has seven orthonormal orbitals and eight electrons. The metal orbitals a, b and the bridge orbital p hold four electrons, that is two holes. With hole occupations n,

H_M = T + Δ n_p + U(n_a↑n_a↓ + n_b↑n_b↓) + U_p n_p↑n_p↓ + V n_p(n_a + n_b),

where T moves a hole between p and either metal with amplitude −t (t > 0, which is +t for electrons). There is no direct exchange or repulsion between a and b. Each metal m also has a polarizable ligand pair, an occupied orbital i and an empty orbital r separated by ω:

H_q = ω N_r + λ q (E_ir + E_ri),  q = n_m − 1.

N_r counts electrons in r, E_ir is the spin-summed electron excitation operator, and q is the excess charge of the metal. In electron language λ is the integral −(mm|ir). The electron number of each pair is conserved and equals two. Where other electron numbers can be reached (full orbital optimization, unrestricted FCI), ωN_r stands for ω(N_r − N_i)/2 + ω, which is the same for two electrons per pair and places i at −ω/2 and r at +ω/2 relative to the level at which a singly occupied metal accepts an electron (energy 0; removing its electron costs U).

Two-hole singlets have symmetric spatial parts. Their energies at t = λ = 0 are:

S = (ab + ba)/√2, covalent, energy 0
X_a = (pb + bp)/√2, X_b = (ap + pa)/√2, charge transfer, D = Δ + V
I_a = aa, I_b = bb, ionic, U
P = pp, E_P = 2Δ + U_p

T acts on one hole at a time, so T X_a = −t[(ab + ba) + 2bb + 2pp]/√2. Hence ⟨S|T|X_a⟩ = −t and ⟨I_b|T|X_a⟩ = ⟨P|T|X_a⟩ = −√2 t, and likewise with a and b exchanged. In the triplet X_a^T = (pb − bp)/√2 the last two hops give bb − bb = 0 and pp − pp = 0, so I and P have no triplet partner.

CASSCF(2,2) keeps a- and b-like orbitals active and p, i doubly occupied, and optimizes all orbitals. Full CI (FCI) is the reference for this Hamiltonian, which leaves out bare exchange, further bridges and any realistic ligand spectrum. The example uses round parameters and no material: t = 0.06, Δ = 0.4, V = 0.1, U = 0.9, U_p = 0.6, ω = 1, λ = 0.35, so D = 0.5 and E_P = 1.4.

**2. Superexchange with rigid ligands**

Each hop changes n_p by one, so odd orders vanish, and T connects the covalent state to X alone. With the positive resolvent G = Q/(H₀ − E₀), Q excluding the reference,

E⁽²⁾ = −⟨TGT⟩,  E⁽⁴⁾ = −⟨TGTGTGT⟩ + ⟨TGT⟩⟨TG²T⟩.

The factors ⟨TGT⟩ and ⟨TG²T⟩ involve X alone and are equal for both spins. In ⟨TGTGTGT⟩ the middle state is I or P (singlet only) or, once ligands can be excited, a covalent state, which both spins reach with the same elements. J⁽⁴⁾ is therefore +⟨TGTGTGT⟩ restricted to middle states I and P.

For λ = 0, GT|S⟩ = −(t/D)(X_a + X_b). A second hop reaches I_b from X_a with amplitude √2t²/D, I_a likewise, and P from both with amplitude 2√2t²/D. Squaring and dividing by the middle energy,

J₀ = 2(√2t²/D)²/U + (2√2t²/D)²/E_P = (4t⁴/D²)(1/U + 2/E_P).   (1)

In the example J₀/t⁴ = 16/0.9 + 32/1.4 = 17.78 + 22.86 = 40.63.

**3. What two active orbitals can describe**

Set λ = 0 and g = (a + b)/√2, u = (a − b)/√2. The bridge is even under a ↔ b, so the active orbitals are u and g′ = c g + σ p, with c = cos θ, σ = sin θ, and ⟨p|T|g⟩ = −√2t. The triplet built from g′ and u has weight c² on the covalent triplet (energy 0) and σ² on charge transfer (energy D):

E_T = Dσ² − 2√2 t cσ.

Minimizing for small θ gives σ = √2t/D, a bridge weight σ² = 2t²/D² fixed by the bare D.

For the singlet, let I = (I_a + I_b)/√2 and X = (X_a + X_b)/√2 = (gp + pg)/√2. Expanding the products gives gg = (I + S)/√2 and uu = (I − S)/√2. From section 1, ⟨X|T|S⟩ = ⟨X|T|I⟩ = −√2t and ⟨P|T|X⟩ = −2t. Thus ⟨X|T|gg⟩ = −2t, ⟨X|T|uu⟩ = 0, and ⟨gg|H|gg⟩ = ⟨uu|H|uu⟩ = ⟨gg|H|uu⟩ = U/2. With g′g′ = c² gg + √2cσ X + σ² P,

⟨g′g′|H|g′g′⟩ = c⁴U/2 + 2c²σ²D + σ⁴E_P − 4√2 t(c³σ + cσ³) ≡ U/2 + A,
⟨g′g′|H|uu⟩ = c²U/2 ≡ K.

Using c⁴ − 1 = −2σ² + σ⁴, c² = 1 − σ² and c³σ + cσ³ = cσ,

A = (2D − U)σ² − 4√2 t cσ + σ⁴(U/2 − 2D + E_P).

The lower root of the 2×2 matrix is U/2 + A/2 − √(K² + A²/4). Since A is of order t², the root expands as K + A²/(8K), with U/2 − K = Uσ²/2 and 8K → 4U in the last term:

E_S = Dσ² − 2√2 t cσ + σ⁴(U/4 − D + E_P/2) − A²/(4U).

The first two terms are E_T. Writing σ = √2 t y, the leading part of A is 2t²[y²(2D − U) − 4y] and σ⁴ = 4t⁴y⁴, so

J_CASCI(y)/t⁴ = [y²(2D − U) − 4y]²/U − y⁴(U − 4D + 2E_P).   (2)

The first term is kinetic exchange: A/2 couples the covalent combination (g′g′ − uu)/√2 to the ionic one, which lies at U. The second is the energy of that covalent singlet above the triplet, twice the exchange integral of the localized magnetic orbitals (g′ ± u)/√2. Since −D + E_P/2 = U_p/2 − V, it equals σ⁴(U/4 + U_p/2 − V) and comes from the orbital tails.

E_S and E_T share their order-t² part, so both optimal angles have y = 1/D up to a shift of order t³ in θ, which changes a stationary energy at order t⁶. At y = 1/D the bracket in (2) is −(2D + U)/D², and

J_CAS/t⁴ = (4D² + 4DU + U²)/(UD⁴) − (U − 4D + 2E_P)/D⁴ = 4/(D²U) + 2(4D − E_P)/D⁴.   (3)

The ionic path of (1) is present in full. Subtracting (3) from (1),

(J₀ − J_CAS)/t⁴ = [8D² − 8DE_P + 2E_P²]/(D⁴E_P) = 2(E_P − 2D)²/(D⁴E_P).   (4)

This is the price of one constraint. The even singlet space (S, I, X, P) has three free amplitudes and the CASSCF singlet has two, θ and the ratio of g′g′ to uu. The amplitude of P is tied to σ²/√2 = √2t²/D², whereas section 2 gives 2√2t²/(DE_P). The difference is √2t²(E_P − 2D)/(D²E_P), and E_P times its square is (4).

Minimal CASSCF thus contains bridge-to-metal charge transfer, absorbed in θ. In the example (3) gives 17.78 + 2(0.6)/0.0625 = 17.78 + 19.20 = 36.98, which is 9% below J₀. Dividing (4) by (1), the relative deficit is U(E_P − 2D)²/[2D²(E_P + 2U)]. It is small when E_P is near 2D, that is U_p near 2V on the scale of D, or when U is small enough that the ionic path dominates. A second set (Δ = 0.3, V = 0.05, U = 0.7, U_p = 1.2, so D = 0.35, E_P = 1.8) gives J₀/t⁴ = 82.9 and J_CAS/t⁴ = −6.66, the wrong sign at order t⁴ with no polarization involved. At t = 0.06 and λ = 0 higher orders make the CASSCF value positive again, but it is only 0.18 mEh against 0.94 mEh from FCI. Making p active frees the P amplitude and cures this failure.

**4. The ligands in a mean field**

With λ ≠ 0 CASSCF can rotate i′ = cos φ i + sin φ r, but one doubly occupied i′ serves all active configurations. The wave function is a product of a metal part and a ligand part, ⟨N_r⟩ = 2 sin²φ, ⟨E_ir + E_ri⟩ = 4 sin φ cos φ, and the energy per pair is

ε(φ) = 2ω sin²φ + 4λ⟨q⟩ sin φ cos φ ≈ 2ωφ² + 4λ⟨q⟩φ.

The minimum is at φ = −λ⟨q⟩/ω, with ε = −2λ²⟨q⟩²/ω. In the triplet n_a = (c² + 1)/2, so ⟨q⟩ = −σ²/2. In the singlet g′ holds 1 + O(t²) holes, so ⟨q⟩ is the same at order t². The gain ε is of order t⁴ and equal for both spins at that order, and (3) holds unchanged for λ ≠ 0, with bare U, D and E_P. In the example σ² = 0.0272 predicts φ = 0.35 × 0.0272/2 = 0.00476, the optimized triplet value.

The argument used the product form and nothing else, so it applies to CAS(4,3), with p active, which returns (1) at order t⁴. The ligands of a product state respond to ⟨q⟩², of order t⁴, and miss the fluctuation ⟨q²⟩, of order t².

**5. Screening of each configuration**

For q = ±1 each of the two ligand electrons sees the matrix [[0, λq], [λq, ω]], with eigenvalues (ω ∓ Ω)/2, Ω = √(ω² + 4λ²), and mixing angle cos 2χ = ω/Ω. The pair relaxes by E_r and overlaps its unrelaxed state by s:

E_r = Ω − ω,  s = cos²χ = (1 + ω/Ω)/2.

X has one charged metal, while I and P have two, so

D* = D − E_r,  U* = U − 2E_r,  E_P* = E_P − 2E_r.

In the example E_r = 0.2207, s = 0.9096, D* = 0.2793, U* = 0.4587 and E_P* = 0.9587.

The counting of section 2 carries over with each denominator replaced by an operator on the ligands, G = (E + H_{q_a} + H_{q_b})⁻¹. The charges (q_a, q_b) are (−1, 0) in X_a, (0, −1) in X_b, (−1, +1) in I_b and (−1, −1) in P. T does not act on the ligands, so with ⟨…⟩ taken in the unpolarized state |00⟩, and the two ionic paths equal by symmetry,

J/t⁴ = 4⟨G_Xa G_Ib G_Xa⟩ + 2⟨(G_Xa + G_Xb) G_P (G_Xa + G_Xb)⟩.   (5)

Insert the ligand eigenstates of the middle configuration, and let |−⟩, |+⟩ be the relaxed ground states for q = ∓1. Then ⟨−+|G_Xa|00⟩ = (s/D*)s, because pair A feels the same field in X_a and I_b and pair B is projected once, and ⟨−−|(G_Xa + G_Xb)|00⟩ = 2s²/D*. The ground-state term is

J_gs/t⁴ = s⁴ (4/D*²)(1/U* + 2/E_P*).   (6)

The other terms are squares over positive denominators, so (6) is a lower bound to (5). In the example (6) is 0.6846 × 218.7 = 149.7, and (5) is 80.94 + 77.87 = 158.8, against 17.78 + 22.86 with rigid ligands. At order t⁴ FCI exceeds CASSCF by 158.8/36.98 = 4.29.

For fast ligands, ω → ∞ at fixed E_r, Ω = ω + E_r gives s = 1 − E_r/[2(ω + E_r)] and s⁴ ≈ 1 − 2E_r/ω. Excited ligand terms have weight of order 1/ω and denominators of order ω, and fall as 1/ω². Equation (5) tends to (1) with starred energies and lies below it by the fraction 2E_r/ω of that limit: 0.0044 at ω = 100 and 0.0022 at ω = 200, as computed. At ω = 1 the starred formula without s⁴ overshoots (5) by 38%.

**6. Overlocalization**

To first order the triplet is |T₀⟩|00⟩ + t(X_a^T G_Xa + X_b^T G_Xb)|00⟩, with T₀ = (ab − ba)/√2 = −(gu − ug)/√2. The hole population of the bridge is the squared norm of the correction, 2t²⟨G_X²⟩. The g–p element of the density matrix needs the ligands in |00⟩ on both sides. That component is t⟨G_X⟩(X_a^T + X_b^T) = −√2t⟨G_X⟩(pu − up)/√2, which is T₀ with g replaced by √2t⟨G_X⟩p. The natural magnetic orbital is g + √2t⟨G_X⟩p, and

bridge weight = 2t²⟨G_X⟩² (natural orbital), 2t²/D² (CASSCF).

The pair eigenstates with 0, 1 and 2 electrons promoted have weights s², 2s(1 − s) and (1 − s)² in the unpolarized state, so with Ω = 1.2207

⟨G_X⟩ = 0.827/0.2793 + 0.164/1.500 + 0.008/2.721 = 2.962 + 0.110 + 0.003 = 3.075,

against 1/D = 2. The weights are 18.9t² and 8t². At t = 0.06 the computed values are 0.0566 and 0.0272, and the FCI bridge population is 0.0627. In this model overlocalization follows from the unscreened D: θ is optimal for a charge-transfer state whose ligands cannot relax.

**7. Weighing U against D**

The polarization term is diagonal in the metal charges, so it can be kept in chosen configurations and the determinant matrix diagonalized again. In (5) this replaces the other resolvents by their λ = 0 form. The gains over λ = 0 are:

I and P polarized: 53.95/40.63 = 1.33 at order t⁴, 1.33 at t = 0.06
X polarized: 100.6/40.63 = 2.48 at order t⁴, 2.22 at t = 0.06
both: 158.8/40.63 = 3.91 at order t⁴, 3.54 at t = 0.06

Screening of D weighs more here. The ratios U/U* = 1.96 and E_P/E_P* = 1.46 together raise 1/U + 2/E_P by a factor 1.68. One power of D/D* = 1.79 is already slightly larger, and D enters squared, (D/D*)² = 3.20. The ranking belongs to these parameters, and a smaller U or a larger D shifts it.

The joint gain exceeds the product, 1.328 × 2.476 = 3.29. With X alone polarized the ground-state term contains ⟨G_X⟩² ≈ s⁴/D*². With I and P alone it contains s⁴/U* and s⁴/E_P*. The product of the gains carries s⁸, while (6) carries s⁴, because a pair relaxed in X_a stays relaxed in I_b or P. Ground-state terms alone would give an excess 1/s⁴ = 1.46. The excess found is 3.91/3.29 = 1.19, and the difference lies in the excited ligand terms.

**8. Better orbitals with bare U**

Equation (2) answers whether delocalized orbitals repair the two-orbital calculation. Here 2D − U = 0.1 and U − 4D + 2E_P = 1.7:

y = 2: (0.4 − 8)²/0.9 − 16 × 1.7 = 64.18 − 27.20 = 36.98
y = 3.0746: (0.945 − 12.298)²/0.9 − 89.36 × 1.7 = 143.2 − 151.9 = −8.7

Kinetic exchange grows roughly as y², the ferromagnetic tail term as y⁴, and J changes sign at this order. At t = 0.06, CASCI with the natural magnetic orbital of the FCI triplet (θ from its density matrix, the ligand angle φ kept at its triplet CASSCF value) gives +0.113 mEh, still positive. The finite-t weight 0.0566 corresponds to y² = 0.0566/(2 × 0.0036) = 7.86, y = 2.80, for which (2) gives about 121 − 105 = 16, or 0.2 mEh. The sign agrees, and the size is sensitive to higher orders because two large terms nearly cancel. Either way the result lies below the 0.464 mEh from CASSCF orbitals. In this example correct orbitals with unscreened energies make J worse. The drop depends on U/4 + U_p/2 − V being positive and sizeable.

**9. The same physics by excitation class**

On the triplet CASSCF orbitals, determinants are classed by holes (h) in inactive orbitals and particles (p) in virtual ones. Classes 1p, 2p and 1h2p change the electron number of a ligand pair and do not couple here. Primes mark configurations in rotated orbitals. The values of J in mEh, with the fraction of FCI, are:

CASCI(2,2): 0.464, 0.26
+1h (X′): 0.464, 0.26
+1h+2h (X′, P′), equal to CAS(4,3): 0.511, 0.29
CAS+S, 1h and 1h1p (i→r on active configurations): 0.833, 0.48
DDCI2, adding 2h: 0.886, 0.50
DDCI, adding 2h1p (i→r on X′): 1.509, 0.86
FCI: 1.754, 1.00

DDCI is difference-dedicated CI, all singles and doubles on the active space except 2h2p. The 1h class frees the X amplitude, which θ has already optimized up to order t³, so it adds nothing at order t⁴. The 2h class lifts the constraint (4). In this order of addition the two large steps are the polarization classes, 1h1p by 0.37 mEh and 2h1p by 0.62 mEh. The classes are not additive, so the second step is the gain from 2h1p with 1h1p already present, not a contribution of 2h1p alone. The remaining 14% of the FCI value lies in 2h2p, 3h1p (polarization of P) and higher classes.

CAS+S gains a factor 0.833/0.464 = 1.80, more than the 1.33 from polarizing I and P in section 7, although 1h1p lacks P′ and double ligand excitations. Class labels and site charges do not coincide. For S′, I′ = (g′g′ ∓ uu)/√2, the charge q_a is c² − 1 = −σ² in g′g′ and 0 in uu, so ⟨I′|q_a|S′⟩ = −σ²/2. The determinants I′(i→r) then couple directly to S′ at order λt², through the X content of both, and contribute to the singlet at order t⁴ with no triplet partner. This term is the smaller part of the excess: each pair couples with √2λσ²/2 = 1.98t², and two pairs over U + ω give 2(1.98)²/1.9 = 4.1 in units of t⁴. The larger part is the relaxation of I′. At leading order q_a turns I′ into the odd ionic state (I_a − I_b)/√2, so single i→r excitations on the two pairs replace U by U − 4λ²/(U + ω) = 0.642 in the first term of (2). At y = 1/D that term is 64.18, well above the 17.78 of (1), and the tail term −27.20 that offsets it is not screened. At order t⁴ this gives J/t⁴ = 64.18 × 0.9/0.642 − 27.20 + 4.1 = 90.0 − 27.2 + 4.1 = 66.9, a gain of 1.81, of which 1.70 is reached without the direct term. CAS+S with the natural magnetic orbital of section 8 (CASSCF ligand angle) gives 1.097 mEh (0.63 of FCI), against 0.833 mEh, so at the CAS+S level the delocalized orbitals raise J. This comparison does not single out 1h1p, because CAS+S also adds the 1h class, which frees the X amplitude that the natural orbital had fixed.

**10. The balance at t = 0.06 and its limits**

FCI gives E_S = −22.436 and E_T = −20.682 mEh, so J = 1.754 mEh = 385 cm⁻¹. State-specific CASSCF(2,2) gives 0.4645 mEh = 102 cm⁻¹ and DDCI 331 cm⁻¹. The ratio FCI/CASSCF factorizes as

3.78 = 3.54 × 1.097 / 1.029.

Here 3.54 is the polarization gain of FCI, 1.097 = 0.4954/0.4514 is the rigid-ligand ratio, governed at order t⁴ by the constraint on P, and 1.029 = 0.4645/0.4514 is the mean-field response of CASSCF, which starts at order t⁶.

With t⁴ = 1.296 × 10⁻⁵, the fourth-order values are 36.98t⁴ = 0.479 mEh and 158.8t⁴ = 2.06 mEh. They exceed their finite-t counterparts by 3% and 17%. The expansion parameters are t/D = 0.12 and t/D* = 0.21, and the formulas lose validity as D* approaches the size of t. The ionic states and P enter with amplitudes of order t²/(D*U*) and t²/(D*E_P*), so both U* and E_P* have to stay large compared with t²/D*.

The factor is severalfold under a condition. At fixed bare parameters the scan gives:

λ = 0, E_r = 0: ratio 1.10
λ = 0.15, E_r = 0.044: ratio 1.32
λ = 0.25, E_r = 0.118: ratio 1.92
λ = 0.35, E_r = 0.221: ratio 3.78
λ = 0.40, E_r = 0.281: ratio 6.40

Over this range J_CAS moves from 0.451 to 0.469 mEh, while the FCI value moves from 0.495 to 3.00 mEh. In this scan, where E_P = 2.8D and the rigid-ligand ratio is near one, a ratio above about two needs E_r of roughly a quarter of D or more. A bare direct exchange K₀ between a and b, omitted here, would subtract 2K₀ from both values at leading order and raise the ratio while both stay positive.

The numerical check tests (1), (2), (3), (5), the partial-polarization forms of (5) and the three bridge weights against FCI, CASCI or optimized CASSCF extrapolated to t → 0 for both parameter sets. It also verifies for the example, with i and r placed at ∓ω/2 as in section 1, that the CASSCF solutions are minima over all 16 orbital rotations and that the two lowest unrestricted FCI states have two electrons in each ligand pair.

Values computed for the example and the checks

```
inputs (Eh): t=0.06, Delta=0.4, V=0.1, U=0.9, Up=0.6, w=1.0, lam=0.35
D=0.500 EP=1.400 Er=0.2207 Eh; overlap s=0.9096, s^4=0.6846
D*=0.2793 U*=0.4587 EP*=0.9587 Eh; t^4=1.2960e-05 Eh^4
<GX>=3.0746 1/D=2.0000 Eh^-1; <GX^2>=10.6774 Eh^-2
J/t^4 I path 80.941, P path 77.865; bare 17.778, 22.857 Eh^-3
J/t^4 instant screening 218.692, times s^4 149.715 Eh^-3
relative error of instant screening, w=100: 0.00439, w=200: 0.00220
leading coefficients, formula / extrapolated (J: Eh^-3, weights w: Eh^-2):
  fci      158.806 /  158.806
  bare      40.635 /   40.635
  cas43     40.635 /   40.635
  xonly    100.592 /  100.592
  iponly    53.954 /   53.954
  cas       36.978 /   36.978
  casy      -8.698 /   -8.698
  wfci      21.355 /   21.355
  wnat      18.906 /   18.906
  wcas       8.000 /    8.000
set 2 (Eh): Delta=0.3, V=0.05, U=0.7, Up=1.2, w=1.5, lam=0.3
  set 2 cas: -6.664 / -6.662 Eh^-3
  set 2 bare: 82.928 / 82.928 Eh^-3
  set 2 fci: 218.531 / 218.530 Eh^-3
fourth-order ratio FCI/CASSCF = 4.295
fourth-order J: CASSCF 0.4792, FCI 2.0581 mEh
theta S,T = 0.16669, 0.16566; phi S,T = 0.00511, 0.00476 rad
lowest orbital Hessian eigenvalue S,T = 0.924, 0.980 Eh
FCI E_S=-22.4359, E_T=-20.6818 mEh
finite-t J (mEh) and fraction of FCI:
  CASSCF(2,2) state-specific   0.4645   0.265
  CASCI triplet orbitals       0.4636   0.264
  +1h                          0.4641   0.265
  CAS(4,3) = +1h+2h            0.5107   0.291
  CAS+S (+1h1p)                0.8332   0.475
  DDCI2 (+2h)                  0.8858   0.505
  DDCI (+2h1p)                 1.5087   0.860
  FCI                          1.7541   1.000
  FCI lam=0                    0.4954   0.282
  FCI polarizing I,P only      0.6602   0.376
  FCI polarizing X only        1.0977   0.626
  CASCI natural orbitals       0.1127   0.064
  CAS+S natural orbitals       1.0966   0.625
gain over lam=0: I,P 1.333, X 2.216, both 3.541
J CASSCF 102.0, DDCI 331.1, FCI 385.0 cm^-1; FCI/CASSCF 3.776
bridge weight: CASSCF 0.0272, natural 0.0566, FCI holes 0.0627
lam=0.00 Er=0.0000 Eh: CASSCF 0.4514, FCI 0.4954 mEh, ratio 1.097
lam=0.15 Er=0.0440 Eh: CASSCF 0.4538, FCI 0.6003 mEh, ratio 1.323
lam=0.25 Er=0.1180 Eh: CASSCF 0.4580, FCI 0.8780 mEh, ratio 1.917
lam=0.40 Er=0.2806 Eh: CASSCF 0.4688, FCI 2.9988 mEh, ratio 6.397
```
